# Supercell convergence and inverse-volume extrapolation of shallow-donor contact coupling

## Definitions and conventions

A cubic supercell has side \(L\), volume \(V=L^3\) and one donor, such as phosphorus in silicon. The Fermi contact coupling is

\[
\frac{A}{h}=\frac23\,\mu_0 g_e\mu_B\,\frac{\gamma}{2\pi}\,\eta\,n(0),
\]

where \(g_e\) is taken as a magnitude and \(\gamma\) is the nuclear gyromagnetic ratio. The spin density at the nucleus is written as the envelope density \(n(0)\) times a Bloch enhancement \(\eta\). That enhancement is a property of the crystal near the nucleus and is assumed independent of \(L\), so the size dependence of \(A\) is that of \(n(0)\).

The model has one isotropic parabolic valley, static screening \(\varepsilon\) and mass \(m^*\). Lengths are in units of the donor radius \(a=\varepsilon\hbar^2/(m^*e^2)\) (Gaussian form) and energies in effective hartrees, twice the donor binding energy. The isolated envelope is \(F(r)=e^{-r}/\sqrt\pi\), so \(n_\infty=1/\pi\). The wavevector \(\mathbf k\) is measured from the valley minimum, and "zone centre" means \(\mathbf k=0\) in this sense.

The donor orbital is the lowest state in the potential of the ionised donor lattice with a uniform compensating background:

\[
\left(-\tfrac12\nabla^2-\varphi\right)\psi=E\psi,\qquad
\nabla^2\varphi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Big].
\]

## Small cells: the volume sets the answer

If \(L\ll a\), the envelope of a Coulombic centre is nearly uniform and \(n(0)\approx1/V\), whatever the value of \(a\). A short-range central-cell potential, smaller than any real cell, still raises the amplitude at the nucleus: in a sphere of the volume of the \(L=0.77a\) cell, the well introduced later gives \(Vn(0)=2.4\) instead of 1.5. For the correction, the Fourier component of \(-\varphi\) at \(\mathbf G=2\pi\mathbf n/L\) is \(-4\pi/(VG^2)\). Dividing by the energy difference \(0-G^2/2\) gives the first-order amplitude relative to the uniform wave:

\[
c_{\mathbf n}=\frac{8\pi}{VG^4}=\frac{L}{2\pi^3|\mathbf n|^4}.
\]

All waves add in phase at the nucleus, while normalisation changes only at second order. Hence

\[
n(0)=\frac1V\Big(1+\sum_{\mathbf n\ne0}c_{\mathbf n}\Big)^2+\dots
=\frac1V\Big(1+\frac{S_4}{\pi^3}L+\dots\Big),\qquad
S_4=\sum_{\mathbf n\neq0}|\mathbf n|^{-4}=16.53 .
\]

The coefficient is 0.533. Diagonalising the periodic equation at \(L=0.02a\) gives 0.536.

This law looks almost linear in \(1/V\), but its intercept is not the isolated value. With \(\nu=1/V\) and \(c=S_4/\pi^3\), it reads \(n=\nu+c\,\nu^{2/3}\). The tangent meets the axis at

\[
n-\nu\frac{dn}{d\nu}=\nu+c\nu^{2/3}-\nu-\tfrac23c\nu^{2/3}=\tfrac13c\,\nu^{2/3},
\]

which drifts with cell size instead of settling at \(n_\infty\). The formula is quantitative only for very small cells: at \(L=0.9a\) it gives \(0.69\,n_\infty\) while the periodic equation gives 1.19, and at \(2a\) it gives 0.13 against 0.49, because higher powers of \(L\) add to the intercept.

## Larger cells: overlapping envelopes

Once the envelopes are distinct, the natural trial state is a Bloch sum, \(\psi\propto\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}F(\mathbf r-\mathbf R)\). Normalising it over one cell turns the double sum over images into a single sum of integrals over all space:

\[
n(0)=\frac{\big|\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}F(R)\big|^2}{\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}S(R)},\qquad
S(R)=\int F(\mathbf r)F(\mathbf r-\mathbf R)\,d^3r .
\]

For \(S\), let \(r_1,r_2\) be the distances to the two centres, with \(r_1+r_2=R\mu\) and \(r_1-r_2=R\tau\). The volume element is \((R^3/8)(\mu^2-\tau^2)\,d\mu\,d\tau\,d\phi\), so

\[
S=\frac{R^3}{4}\int_1^\infty e^{-R\mu}\Big(2\mu^2-\frac23\Big)d\mu
=e^{-R}\Big(1+R+\frac{R^2}{3}\Big).
\]

At the zone centre, keeping the six nearest images to first order in \(e^{-L}\),

\[
\frac{n(0)}{n_\infty}\approx\frac{(1+6e^{-L})^2}{1+6S(L)}
\approx1+12e^{-L}-6S(L)
=1+6e^{-L}\Big(1-L-\frac{L^2}{3}\Big).
\]

The \(12e^{-L}\) is amplitude arriving at the nucleus from the neighbours. The \(6S\) is the extra norm stored between donors. For large \(L\) the norm wins, because \(S\) carries the factor \(L^2/3\), and the contact density falls below its isolated value. The convergence is therefore not monotonic: \(n(0)\) starts far too high, passes through the isolated value, becomes too low and then recovers.

The superposition explains the sign and rough size of the dip, but it is not quantitative. Summed over all images (the six-image fraction alone gives 0.58, 0.80, 0.95, and its linear form fails at \(4a\)), for \(L=4,6,8a\) it gives \(n(0)/n_\infty=0.41,\,0.75,\,0.94\), against 0.56, 0.65, 0.86 from the periodic equation. It omits both the background and the reshaping of each envelope by its surroundings. Letting the exponent of the envelope minimise the energy in the periodic potential contracts it at \(4a\) and expands it at \(6a\) and \(8a\), giving 0.54, 0.60 and 0.82.

## The true inverse-volume term

Near one nucleus, cubic symmetry allows \(\varphi=1/r+\text{const}+\alpha r^2\) plus harmonics starting at \(l=4\). The background requires \(\nabla^2(\alpha r^2)=6\alpha=4\pi/V\). The electron's energy is \(-\varphi\), so it acquires

\[
\delta U=\lambda r^2,\qquad \lambda=-\frac{2\pi}{3V}.
\]

The negative background around the ion pushes the electron outward and lowers \(n(0)\). The \(l=4\) terms scale as \(r^4/L^5\) and affect the nucleus first at second order, as \(L^{-10}=V^{-10/3}\), so they do not enter the terms kept below. Their contribution to \(n(0)/n_\infty\) is about \(-0.004\) at \(L=6a\) and \(-0.0002\) at \(8a\).

Write \(\psi\propto e^{-r}g(r)\) with \(g(0)=1\) and \(E=-\frac12+\epsilon\). Substitution gives

\[
\mathcal Lg+\lambda r^2g=\epsilon g,\quad
\mathcal L=-\tfrac12\frac{d^2}{dr^2}-\frac1r\frac{d}{dr}+\frac{d}{dr},\quad
\mathcal Lr^k=kr^{k-1}-\tfrac12k(k+1)r^{k-2}.
\]

Expand \(g=1+\lambda f_1+\lambda^2f_2\) and \(\epsilon=\lambda\epsilon_1+\lambda^2\epsilon_2\). The first order is

\[
\mathcal Lf_1=\epsilon_1-r^2\;\Rightarrow\; f_1=-r^2-\tfrac13r^3,\quad\epsilon_1=3,
\]

since \(\mathcal Lf_1=-(2r-3)-\frac13(3r^2-6r)=3-r^2\). The second order is

\[
\mathcal Lf_2=\epsilon_2+(3-r^2)f_1=\epsilon_2-3r^2-r^3+r^4+\tfrac13r^5 .
\]

Matching powers from the highest down gives

\[
f_2=\tfrac{43}{4}r^2+\tfrac{43}{12}r^3+\tfrac{11}{8}r^4+\tfrac{13}{30}r^5+\tfrac1{18}r^6,\qquad \epsilon_2=-\tfrac{129}{4}.
\]

In the unperturbed state \(\langle r^k\rangle=(k+2)!/2^{k+1}\). This gives \(\langle f_1\rangle=-\frac{11}{2}\), \(\langle f_1^2\rangle=110\) and \(\langle f_2\rangle=\frac{2267}{16}\). The norm relative to the unperturbed one is

\[
N=1+2\lambda\langle f_1\rangle+\lambda^2\big(\langle f_1^2\rangle+2\langle f_2\rangle\big)
=1-11\lambda+\tfrac{3147}{8}\lambda^2 .
\]

Because \(g(0)=1\), the density ratio is \(1/N\):

\[
\frac{n(0)}{n_\infty}=1+11\lambda+\Big(121-\tfrac{3147}{8}\Big)\lambda^2
=1+11\lambda-\tfrac{2179}{8}\lambda^2 .
\]

Restoring \(a\),

\[
\boxed{\frac{n(0)}{n_\infty}=1-\frac{22\pi}{3}\frac{a^3}{V}-\frac{2179\pi^2}{18}\frac{a^6}{V^2}+\dots}
\]

with coefficients 23.0 and about 1195. Overlap is excluded here. The series is useful only for large cells. The next radial term is about \(1.8\times10^4\lambda^3\); the cubic and quartic terms are \(-0.0012\) and \(-0.0005\) at \(L=8a\), but \(-0.017\) and \(-0.016\) at \(L=6a\), where they have stopped shrinking. A separate radial solution gives 11.005 and \(-272.8\) for the two coefficients in \(\lambda\), against 11 and \(-272.4\).

The linear term belongs to the background, not to periodicity itself. In a sphere of radius \(12a\) with zero slope at its surface, the background shifts \(n(0)/n_\infty\) by \(-3.2\times10^{-3}\), as the linear law predicts. With neutral surroundings, where the electron sees only its own ion, the shift is \(-6\times10^{-7}\). The derived coefficient thus applies to an empty donor orbital taken from a charged cell with a uniform background. In a neutral cell treated with a semilocal functional, the electron partly repels itself, and the coefficient is not derived here.

## Removing the overlap, then extrapolating

Choose \(\mathbf k=(\pi/2L)(1,1,1)\). The image at \(L(n_1,n_2,n_3)\) then has phase \(i^{\,n_1+n_2+n_3}\), and the first three shells cancel:

- six at \(L\): \(3(i+i^{-1})=0\);
- twelve at \(\sqrt2L\): \(3(i^2+i^{-2}+1+1)=0\);
- eight at \(\sqrt3L\): \((i+i^{-1})^3=0\).

The first surviving shell of the superposition lies at \(2L\). Cell and potential are unchanged, so this choice isolates the effect of overlap. At \(L=8a\) the ratio rises from 0.858 at the zone centre to 0.948, and the background law gives 0.950.

With \(A_i=A_\infty-B/V_i\) for two such cells, \(V_iA_i=A_\infty V_i-B\). Subtraction removes \(B\):

\[
A_\infty\approx\frac{V_2A_2-V_1A_1}{V_2-V_1}.
\]

The neglected quadratic term leaves a relative error of about \(+1195\,a^6/(V_1V_2)\).

## Worked example in the regime of phosphorus in silicon

The rough round parameters are \(\varepsilon=12\), \(m^*=0.3\,m_e\), lattice constant 0.54 nm, \(\gamma/2\pi=17.2\) MHz/T and \(\eta=1000\). They give \(a=2.12\) nm, a binding energy of 28.3 meV, \(n_\infty=0.0336\ \mathrm{nm^{-3}}\) and an isolated coupling of 8.98 MHz. The value of \(\eta\) is about six times the single-valley enhancement reported for silicon (roughly 160–190), so it stands in for six valleys adding in phase at the nucleus. That part is independent of \(L\) only while the valleys keep equal weights; \(\eta=170\) would give 1.5 MHz.

| Atoms | \(L\) (nm) | \(L/a\) | \(n(0)/n_\infty\), zone centre |
|---|---|---|---|
| 216 | 1.62 | 0.77 | 10.6 |
| 1000 | 2.70 | 1.28 | 3.07 |
| 4096 | 4.32 | 2.04 | 1.18 |

The 4096-atom value is close to the isolated one, but it is not converged: the ratio is on its way down to 0.56 at \(L=4a\). Straight lines in \(1/V\) give intercepts of \(1.20\,n_\infty\) from the 216- and 512-atom cells and \(0.54\,n_\infty\) from the 1728- and 4096-atom cells. A line through all five computed cells gives 0.84.

For phase-cancelled cells of side \(6a\) and \(8a\) (12.7 and 16.9 nm), the ratios are 0.879 and 0.948:

\[
\frac{A_\infty}{8.98\ \mathrm{MHz}}\approx\frac{512(0.9477)-216(0.8790)}{512-216}=0.998 .
\]

The extrapolated coupling is 9.0 MHz. The two ratios are converged in the basis only to about 0.002, which moves the intercept by about 0.003. The quadratic term alone would leave an error of \(+1.1\%\) and the cubic term about another \(+1\%\), so the close agreement involves cancellation with other residual errors. An accuracy of 1–2% is a fairer estimate.

The zone-centre values at the same two sizes, 0.654 and 0.858, extrapolate to 1.007 (a fully converged basis moves the second to 0.859 and the intercept to 1.009). This is not the background law at work: the slope implied at \(8a\) is \((1-0.858)\times512\approx73\), not 23. The same line would give a negative density at \(4a\), where the computed ratio is 0.56. Two points cannot reveal this, and a third reveals it only if it lies well away in size. The zone-centre slope passes through a maximum: successive pairs from \(7a\) to \(10a\) give about 99, 106 and 92, with intercepts 5–7% too high. The pair \(5a\), \(6a\) gives a slope near 25, close to 23, with an intercept of 0.77.

## Real silicon and practical consequences

The measured coupling of phosphorus in silicon is roughly 120 MHz, far above the model's 9 MHz. Of the corrections computed here, the largest comes from replacing the purely Coulombic centre. A short-range exponential well \(-U_0e^{-r/\rho}\) of range \(\rho=0.21\) nm, tuned to a rough 45 meV binding, raises the contact density by a factor of 5.7, to about 51 MHz at the same \(\eta\). The remaining factor of about 2 carries no meaning, since both \(\eta\) and the well were chosen, not derived: at the same binding, half the range gives a factor of 11 and twice the range 3.4, while a Gaussian or square well of the same range gives 12 or 16. The well also lowers the inverse-volume coefficient from 23.0 to \(5.9a^3\). A background shift of 1% then needs \(V=590a^3\), or \(L\approx18\) nm, instead of 28 nm.

Other omissions are smaller or of a different kind. Masses of 0.2 and 0.9 \(m_e\) give variational radii of 2.40 and 1.41 nm and change the contact density by a factor of 1.17 for that trial envelope, or 1.15 when the anisotropic equation is solved in full. Silicon's valleys, at roughly 0.85 of \(2\pi\) over the lattice constant, do not generally fold to the supercell's own zone centre. The kinetic energy of the mismatch is about 57 meV for 512 atoms, more than the binding, but about 1.6 meV for 1728 atoms; moving the valley by \(\pm0.01\) spreads these over 46–69 meV and 0.25–4.1 meV. Smooth convergence with size should therefore not be expected there. The 4096-atom cell also represents \(1.2\times10^{19}\) donors per cm³, above a rough metallic limit, \((0.25/a)^3\), of \(1.6\times10^{18}\): it describes a dense donor crystal, not an isolated donor.

These results suggest the following practice, within the model's assumptions:

- Do not fit a line in \(1/V\) to zone-centre cells: the intercept is meaningless for \(L\lesssim2a\), is 0.45–0.8 for neighbouring sizes between \(3a\) and \(6a\), and is still about 5% high near \(10a\).
- With one valley, control the phase relative to the valley minimum and keep it fixed in that sense as the cell grows. In silicon one \(\mathbf k\) serves six valleys and cannot in general cancel the images in each; for the symmetric six-valley orbital the nearest shell cancels at the cell's own \((\pi/2L)(1,1,1)\), not at that vector measured from one valley.
- Use at least three phase-cancelled cells, spread widely in size, and require a stable slope; this is necessary, not sufficient. If the background treatment differs from the one assumed here, fit the slope instead of imposing 23.0.
- If only small cells are affordable, dividing by the model ratio is a correction, not an extrapolation. Between 1728 and 4096 atoms that ratio varies roughly as \((L/a)^{-1.9}\), so a 10% error in \(a\) produces about a 20% error in \(A_\infty\), before valley and central-cell effects.

The main values are in the numerical output below.

## Table of computed values

```
dielectric constant 12, mass 0.3 m_e, lattice constant 0.54 nm
nuclear gamma/2pi 17.2 MHz/T, Bloch enhancement 1000
donor radius a = 2.117 nm
effective-mass binding = 28.3 meV
isolated envelope density = 0.03356 nm^-3
isolated model coupling A/h = 8.98 MHz
lattice sum S4 = 16.532; S4/pi^3 = 0.5332; from diagonalization 0.5364
overlap S(4a): formula 0.18926, quadrature 0.18926
response coefficients, radial solver: 11.005, -272.8; formula 11, -272.4
1/V coefficient 22*pi/3 = 23.04 (units of a^3)
sphere of radius 12 a: shift of n(0)/n_inf, neutral images -6.1e-07, background -3.21e-03, linear law -3.18e-03
zone-centre cells: atoms, L (nm), L/a, n(0)/n_inf
    216  1.62  0.765  10.642
    512  2.16  1.020  5.184
   1000  2.70  1.276  3.072
   1728  3.24  1.531  2.063
   4096  4.32  2.041  1.181
1/V intercept / n_inf: two smallest 1.201, two largest 0.537, line through all 0.838
larger cells: L/a, L (nm), zone-centre ratio, superposition ratio
  4  8.5  0.558  0.411
  6  12.7  0.654  0.749
  8  16.9  0.858  0.939
phase-cancelled cells: L/a, atoms (thousands), ratio, background law
  6  104  0.8790  0.8677
  8  247  0.9477  0.9504
two-cell intercept / n_inf: phase-cancelled 0.9979, zone centre 1.0073
extrapolated model coupling = 8.96 MHz
central-cell well: range 0.21 nm, binding 45 meV
  contact density raised by factor 5.72; 1/V coefficient 5.90 (units of a^3)
anisotropic masses 0.2, 0.9 m_e: radii 2.40 and 1.41 nm, binding 29.1 meV
  contact density relative to isotropic model 1.17
valley at 0.85 of 2pi/lattice constant: atoms, folded offset (2pi/L), offset energy (meV)
    512  +0.40  57.3
   1728  +0.10  1.6
   4096  -0.20  3.6
donor density of 4096-atom cell = 1.24e+19 cm^-3
rough metallic limit (0.25/a)^3 = 1.65e+18 cm^-3
thermal energy at 10 K = 0.86 meV
```
